\section*{Half-order diffraction from pitch walk: quadratic growth and the lost sign, part 2}

In spacer-based double patterning, films left on both sides of sacrificial bars (mandrels) become the lines. Unequal spacings across and between mandrels are called pitch walk. We ask what X-ray diffraction reveals about its size and sign.

Lines $A$ have reference points at $2mp$ and lines $B$ at $(2m+1)p+\delta$, with $m=0,\dots,N-1$ for $N$ pairs. The spacings alternate between $p+\delta$ and $p-\delta$, and the pitch walk is $W=2\delta$. The wave-vector transfer along $x$ is $q$. The orders lie at $q_h=\pi h/p$; odd $h$ are the half orders ($h=1$ is order $1/2$, $h=3$ is order $3/2$).

A line has the amplitude $f(q)=\int t(x)e^{-iqx}dx$, where $t$ is its thickness divided by the height $H$. For a rectangle of width $w$, $f=2\sin(qw/2)/q$. Single scattering adds the line amplitudes with phases $e^{-iqx_j}$, where $x_j$ are the reference points. At $q_h$ the lattice sum is $\sum_m e^{-2imq_hp}=N$. The intensity $I_h$ is the squared modulus of the total, in nm$^2$. For identical lines and odd $h$,
\begin{equation}
I_h=4N^2|f(q_h)|^2\sin^2(q_h\delta/2)\simeq N^2|f(q_h)|^2(q_h\delta)^2 .
\label{recall}
\end{equation}

**Theorem 2.** Extended arrays of identical lines with displacements $\delta$ and $-\delta$ are translated copies of each other. No diffraction intensity under uniform illumination can distinguish them, even with multiple scattering.

The example has rectangular silicon fins with $p=30$ nm, $w=10$ nm, $H=50$ nm and $\delta=\pm1$ nm, so $q_1=0.1047$ nm$^{-1}$ and $I_1/N^2=0.999$ nm$^2$. The X-ray wavelength is $\lambda=0.0729$ nm (17 keV), and $k=2\pi/\lambda$. One fin shifts the phase by $0.0072$ rad in magnitude, and order $1/2$ receives $1.43\times10^{-8}$ of the incident power. Coupled-wave equations, which include multiple scattering between orders, change this by only $-1.5\times10^{-4}$ of its value. In a test with the phase raised artificially to 3 rad, the half-order intensity was 0.41 of the single-scattering value, yet equal for both signs of $\delta$, and it grew about fourfold from $\delta=0.1$ to $0.2$ nm.

\subsection{Unlike lines}

\paragraph{Theorem 3.} Let lines $A$ and $B$ have amplitudes $f_A$ and $f_B$, both nonzero at $q_h$, and let $\psi_h=\arg f_B(q_h)-\arg f_A(q_h)$. In single scattering, for odd $h$,
\begin{equation}
\frac{I_h}{N^2}=\left(|f_A|-|f_B|\right)^2+4|f_A||f_B|\sin^2\frac{q_h\delta-\psi_h}{2}.
\label{unlike}
\end{equation}

\paragraph{Proof.} The lattice sum is again $N$. Since $e^{-iq_hp}=-1$ for odd $h$, the amplitude of a pair is $f_A-f_Be^{-iq_h\delta}$. Its squared modulus is
\begin{align}
&|f_A|^2+|f_B|^2-2|f_A||f_B|\cos(\psi_h-q_h\delta)\nonumber\\
&\quad=\left(|f_A|-|f_B|\right)^2+2|f_A||f_B|\left[1-\cos(q_h\delta-\psi_h)\right],
\end{align}
where $2|f_A||f_B|$ was subtracted and added. The identity $1-\cos v=2\sin^2(v/2)$ gives \eqref{unlike}. This proves the theorem.

The difference of the moduli produces a floor that is present without any pitch walk. The difference of the phases displaces the minimum from $\delta=0$. These two effects have different consequences for the sign.

\subsection{Symmetric lines of different size}

If each line is symmetric about its reference point, the sine part of its Fourier integral vanishes and $f_A$, $f_B$ are real. For equal signs $\psi_h=0$. For opposite signs $\psi_h=\pi$, and the squared sine in \eqref{unlike} becomes $\cos^2(q_h\delta/2)$. Both cases are even in $\delta$, so in single scattering lines of unequal size still hide the sign of the walk.

The size of the walk, however, is misjudged. Let the widths be $w\pm\Delta/2$ with small $\Delta$. From $df/dw=\cos(qw/2)$ the floor is
\begin{equation}
(f_A-f_B)^2\simeq\Delta^2\cos^2(q_hw/2).
\label{floor}
\end{equation}
Compare it with the walk signal of rectangular lines, $f^2q_h^2\delta^2=4\delta^2\sin^2(q_hw/2)$. To leading order, an analysis that assumes identical lines finds an apparent displacement
\begin{equation}
\delta_{\rm app}^2\simeq\delta^2+\left(\frac{\Delta}{2}\cot\frac{q_hw}{2}\right)^2 .
\label{app}
\end{equation}

For a difference $\Delta=0.5$ nm between the two sets of fins, with the mean width held at 10 nm, the floor in the order $1/2$ is
\begin{equation}
(0.5\ {\rm nm})^2\cos^230^\circ=0.1875\ {\rm nm^2},
\end{equation}
which is 18.8\% of the signal from a 1 nm displacement. The apparent value is $|\delta|=1.09$ nm, for either sign. Without any walk, \eqref{app} would still report 0.43 nm.

The order $3/2$ offers a remedy for this particular geometry. There $q_3w/2=90^\circ$, the cosine in \eqref{floor} vanishes, and a small width difference adds no floor in leading order. The walk signal \eqref{recall} has its largest form there, $4\delta^2$.

A difference in height acts on the amplitude in proportion. If lines $B$ are lower by 1 nm out of 50 nm, with equal widths, then $|f_A|-|f_B|=0.02f$. The walk term in \eqref{unlike} falls by 2\%, because it carries $|f_A||f_B|=0.98f^2$. The ratio of the floor to the walk signal of identical lines is
\begin{equation}
\left(\frac{0.02}{q_1\delta}\right)^2=\left(\frac{0.02}{0.1047}\right)^2=3.65\% .
\end{equation}

\subsection{Mirror-image lines and the return of the sign}

Spacer films form on opposite sides of a mandrel, so their profiles may be mirror images. Take the centroid of each line as its reference point, so that $\delta$ is a displacement of centroids. If $t_B(x)=t_A(-x)$, then, because $t_A$ is real,
\begin{equation}
f_B(q)=\int t_A(-x)e^{-iqx}dx=\int t_A(x)e^{iqx}dx=f_A(q)^* .
\end{equation}
The moduli are equal and there is no floor. With $\alpha=\arg f_A$ the phase difference is $\psi_h=-2\alpha$.

For small $q$ expand the exponential in $f_A$. Let $S$ be the area of the profile and $\mu_n$ its central moments, $\mu_n=S^{-1}\int x^nt_A\,dx$. With $\mu_1=0$ and $(-i)^3=i$,
\begin{equation}
f_A(q)=S\left[1-\frac{q^2\mu_2}{2}+\frac{iq^3\mu_3}{6}+O(q^4)\right].
\end{equation}
The leading phase is $\alpha\simeq q^3\mu_3/6$, hence $\psi_h\simeq-q_h^3\mu_3/3$. The intensity vanishes where $q_h\delta=\psi_h$, that is, at
\begin{equation}
\delta_0=\frac{\psi_h}{q_h}\simeq-\frac{q_h^2\mu_3}{3}.
\label{d0}
\end{equation}
For small walk $I_h\propto(\delta-\delta_0)^2$, which is no longer even in $\delta$. Theorem 2 is not contradicted: mirror-image lines are not identical, and their orientation labels the spacings.

As an example, let lines $A$ have a sloped left side 2 nm wide and a vertical right side, with the area of the 10 nm rectangle, and let lines $B$ be their mirror images. The vertical sides then face the spacing $p+\delta$. The third central moment of $A$ is $-0.830$ nm$^3$, negative because the thin tail points to the left. Equation \eqref{d0} gives
\begin{equation}
\delta_0\simeq\frac{(0.1047\ {\rm nm^{-1}})^2(0.830\ {\rm nm^3})}{3}=0.0030\ {\rm nm},
\end{equation}
and a numerical search for the minimum gives 0.0031 nm. The intensities at $+1$ and $-1$ nm are 0.991 and 1.003 nm$^2$. They differ by 1.2\%, as expected from
\begin{equation}
\frac{(|\delta|+\delta_0)^2-(|\delta|-\delta_0)^2}{\delta^2}=\frac{4\delta_0}{|\delta|}.
\end{equation}

One half order is still not enough to find the sign, unless $\delta$ happens to lie between 0 and $2\delta_0$. A displacement $\delta$ and its rival $2\delta_0-\delta$ lie equally far from the minimum and give equal intensities. For a true value of $+1$ nm the rival is $-0.994$ nm. In the order $3/2$ the minimum lies elsewhere, at 0.033 nm, and the two candidates give 3.65 and 4.12 nm$^2$, a difference of 13\% relative to the smaller. A second half order can therefore separate them, provided that the profile and the intensity scale are known well enough. The demand is strict: if the assumed width is 0.5 nm too large, the values predicted for the positive and the negative candidate become 3.30 and 3.78 nm$^2$, and the measured 3.65 nm$^2$ lies nearer to the wrong one.

The side on which the slope lies must also be known. Equation \eqref{unlike} is unchanged when $\delta$ and $\psi_h$ are reversed together, so the sign of the walk is found relative to that of the asymmetry.

\subsection{A known offset as a label}

The sign can also be found by using two targets. Suppose that they share the same unknown displacement $\delta$, and that the layout adds a known displacement $+d$ to one and $-d$ to the other, for example through the mandrel width. If the lines are otherwise identical and the total displacements are small, \eqref{recall} gives
\begin{align}
I_h^{(+)}-I_h^{(-)}
&=N^2|f|^2q_h^2\left[(\delta+d)^2-(\delta-d)^2\right]\nonumber\\
&=4N^2|f|^2q_h^2\,d\,\delta .
\label{bias}
\end{align}
The difference is linear in $\delta$ and has its sign when $d>0$. A floor of equal size in both targets cancels. The method rests on the assumption that the offset changes nothing but the displacement; a change of line width between the targets would enter the difference.

\subsection{Random placement and variation of the walk}

Let each line have an additional random displacement $v_j$, constant along the line, independent of the others, and Gaussian with mean zero and standard deviation $\sigma$. In the average of $e^{-iqv}$ the exponent is completed to a square,
\begin{equation}
-\frac{v^2}{2\sigma^2}-iqv=-\frac{(v+iq\sigma^2)^2}{2\sigma^2}-\frac{q^2\sigma^2}{2},
\end{equation}
so that $\langle e^{-iqv}\rangle=e^{-q^2\sigma^2/2}$. Write the amplitude as $\sum_jg_je^{-iqv_j}$ with $|g_j|=|f|$. In the mean intensity the $2N$ terms with $j=k$ contain no random phase. Each term with $j\neq k$ is multiplied by $D=e^{-q^2\sigma^2}$, the product of two such averages. Therefore
\begin{align}
\langle I\rangle&=\sum_j|g_j|^2+D\sum_{j\ne k}g_jg_k^*
=D\Big|\sum_jg_j\Big|^2+(1-D)\sum_j|g_j|^2\nonumber\\
&=D\,I_h+2N|f|^2(1-D).
\label{rand}
\end{align}
Both terms are even in $\delta$. The first is the weakened order; the second is a diffuse background that grows as $N$ and not as $N^2$. As a test, the average over 40\,000 random arrays of 20 pairs with $\sigma=3$ nm was 1.003 times the value of \eqref{rand}.

For $\sigma=0.5$ nm and 100 coherent pairs, the order $1/2$ of the example is weakened by 0.27\%. The diffuse part is 0.50\% of the coherent one, in accord with the small-phase estimate $2\sigma^2/(N\delta^2)$. These figures are averages over many arrays. For small phases, the order of a single array responds to $\delta+\bar v_B-\bar v_A$, where the bars denote means over its $N$ lines of each kind. The random part of this sum has the standard deviation $\sigma\sqrt{2/N}=0.07$ nm, so the intensity from one coherent array scatters by about 14\%.

A slow variation of the walk across the illuminated area acts differently. If regions with different $\delta$ add their intensities without interference, \eqref{recall} gives a signal proportional to
\begin{equation}
\langle\delta^2\rangle=\langle\delta\rangle^2+\left\langle(\delta-\langle\delta\rangle)^2\right\rangle .
\end{equation}
Regions of opposite sign do not cancel. The measurement yields a root-mean-square walk, which can be sizeable when the mean walk is zero.

\subsection{The model beside real fins}

A pitch of 30 nm, a width of 10 nm and a height of 50 nm are rough values for the silicon fins of advanced transistors; the narrowest fins are thinner than this. A pitch walk of 2 nm is a round choice. Double patterning at this pitch needs mandrels with a period of 60 nm, which is below the limit of about 72 nm for a single exposure with 193 nm immersion light at a numerical aperture of 1.35. The mandrels must then be printed by a finer method, or a second spacer step must be added. Two spacer steps give a true period of $4p$ in general, and the two-line model and Theorem 2 do not cover that case. Real fins are tapered and rounded, so the rectangular $f(q)$ must be replaced by that of the actual profile, while \eqref{recall} keeps its form if all fins are alike. Absorption in the fin height, with a rough attenuation length of 0.6 mm, removes about $8\times10^{-5}$ of the power that passes through a fin and can be ignored. The wafer beneath the fins is not part of the model: at a thickness of about 0.75 mm it would transmit only about 0.3 of the beam, which weakens all orders nearly alike. The assumption of identical lines matters: a width difference of 0.5 nm raises the half-order signal by about 19\% and the inferred walk by about 9\%, far more than multiple scattering does. The weak efficiency, near $10^{-8}$, also makes the background of a real measurement important, and the model does not include it.

The half orders require a short wavelength. The largest transfer of wave vector along the surface in vacuum is $2k=4\pi/\lambda$, from grazing incidence to grazing return. The order $1/2$ can leave the array into vacuum only if $\pi/p\le4\pi/\lambda$, or
\begin{equation}
\lambda\le4p=120\ {\rm nm}.
\end{equation}
Visible light therefore cannot show it as a separate beam in vacuum or air. For exit into a substrate of refractive index $n$ the limit is $2p(1+n)$ instead. It can still respond to pitch walk through the intensity of the mirror reflection. For identical lines on a uniform, flat surface Theorem 2 applies to that intensity too: it is even in $\delta$, and where it is smooth its first change is quadratic. If the trenches under the two kinds of spacing differ in depth, they label the spacings, and the theorem no longer applies. The numerical output below lists the main computed values of both halves. Its coupled-wave values keep the orders up to $|h|=60$; with many more orders the relative change moves from $-1.51\times10^{-4}$ to $-1.54\times10^{-4}$, the ratio at 3 rad from 0.4115 to 0.4108, and the growth factor from 4.003 to 4.000.

\section*{Computed values}
\begin{verbatim}
pitch, width, height: 30, 10, 50 nm
delta 1.0 nm, pitch walk W 2.0 nm
q of half order: 0.10472 nm^-1; q*delta: 0.10472 rad
f at h=1, h=2: 9.5493, 8.2699 nm
half-order I/N^2 (nm^2): delta (nm), summed, quadratic law
  -2.0  3.98540  4.00000
  -1.0  0.99909  1.00000
  -0.5  0.24994  0.25000
  +0.5  0.24994  0.25000
  +1.0  0.99909  1.00000
  +2.0  3.98540  4.00000
quadratic law too high at 1 nm by 0.091 %
log-log slope between 0.1 and 0.2 nm: 1.99996
first-order (h=2) I/N^2: 270.578 nm^2
ratio half order / first order: 0.003692
recovered |delta|: 1.00000 nm, |W|: 2.00000 nm
width difference 0.5 nm: floor 0.1875 nm^2
  floor / walk signal: 18.8 %
  apparent |delta|: 1.0896 nm
height difference 1.0 nm: floor / walk signal 3.65 %
mirrored lines, sloped side 2.0 nm wide, on left of line A
  third central moment of A: -0.8300 nm^3
  minimum at delta0, h=1: 0.00309 nm (moment estimate 0.00303 nm)
  minimum at delta0, h=3: 0.03333 nm
  I/N^2 at +1, -1 nm: 0.99111, 1.00344 nm^2
  rival delta with same h=1 intensity: -0.99382 nm
  h=3 I/N^2, true and rival: 3.64868, 4.11545 nm^2
random placement sigma 0.5 nm, 100 coherent pairs
  damping factor D: 0.99726
  diffuse / coherent half order: 0.501 %
sampling test: sampled / formula 1.0031
photon energy 17 keV, wavelength 0.07293 nm
silicon electron density: 699.2 nm^-3
phase shift of one fin: 0.00718 rad
half-order efficiency, single scattering: 1.4325e-08
relative change by coupled waves: -1.51e-04
rough attenuation length: 0.6 mm
fraction absorbed in fin height: 8.3e-05
strong test, phase 3.0 rad: true / single scattering 0.4115
  intensity at +1, -1 nm: 1.027905e-03, 1.027905e-03
  growth from 0.1 to 0.2 nm: 4.0028
\end{verbatim}
